# Why Quadratic Charge Models Leave Separated Na and Cl Charged

Pull a sodium atom and a chlorine atom apart in a standard charge-equilibration model, and the charges do not go to zero. With the atomic parameters computed below, the model leaves about \(+0.38e\) on Na and \(-0.38e\) on Cl at infinite distance, and places this state about 1 eV below the two neutral atoms. At finite distance the false charges also attract: at 20 Å the Coulomb term alone contributes about \(-0.13\) eV. Dissociation energies, long-range forces and the charges of distant fragments are all affected.

The fault lies in how the energy depends on a fractional charge. The model can reproduce the neutral atoms and their singly charged ions correctly and still fail between them.

## What the quadratic model does

Let \(Qe\) be the charge of an atom, with \(e>0\), and measure its energy from the neutral atom. The model assumes

\[
E(Q)=\chi Q+\tfrac12\eta Q^2 .
\]

Removing one electron costs the ionization energy \(I\), so \(E(1)=I\). Adding one releases the electron affinity \(A\), so \(E(-1)=-A\). Hence

\[
\chi+\tfrac12\eta=I,\qquad -\chi+\tfrac12\eta=-A .
\]

Adding and subtracting these equations gives

\[
\eta=I-A,\qquad \chi=\tfrac12(I+A).
\]

Here \(\chi\) is the electronegativity and \(\eta\) the hardness, both expressed as energies.

Let \(q\) be the mean number of electrons moved from Na to Cl. Then \(Q_{\rm Na}=q\) and \(Q_{\rm Cl}=-q\). At infinite separation the atomic energies add:

\[
E_{\rm quad}(q)=\chi_{\rm Na}q+\tfrac12\eta_{\rm Na}q^2-\chi_{\rm Cl}q+\tfrac12\eta_{\rm Cl}q^2
=-\Delta\chi\,q+\tfrac12Sq^2,
\]

with \(\Delta\chi=\chi_{\rm Cl}-\chi_{\rm Na}\) and \(S=\eta_{\rm Na}+\eta_{\rm Cl}>0\). Setting the derivative \(-\Delta\chi+Sq\) to zero gives

\[
q^*=\frac{\Delta\chi}{S},\qquad
E_{\rm quad}(q^*)=-\frac{(\Delta\chi)^2}{S}+\frac{(\Delta\chi)^2}{2S}=-\frac{(\Delta\chi)^2}{2S}.
\]

The slope at \(q=0\) is \(-\Delta\chi\). Unless the electronegativities are equal, a small transfer in one direction lowers the energy. A larger finite hardness reduces the false charge but cannot remove it.

## What the exact energy does

Consider the ground state at zero temperature, with the atoms so far apart that neither overlap nor interaction remains. The Hamiltonian is then \(H=H_{\rm Na}+H_{\rm Cl}\), and each part conserves the number of electrons on its own atom.

A general state of the pair is a superposition

\[
\Psi=\sum_k c_k\Psi_k,\qquad \sum_k|c_k|^2=1,
\]

where the normalized state \(\Psi_k\) has exactly \(k\) electrons transferred from Na to Cl. Since \(H\) cannot change \(k\), its matrix elements between different \(k\) vanish. If \(E_k\) is the lowest energy with \(k\) electrons transferred, then

\[
\langle\Psi|H|\Psi\rangle=\sum_k|c_k|^2\langle\Psi_k|H|\Psi_k\rangle\ \ge\ \sum_k p_kE_k,\qquad p_k=|c_k|^2 .
\]

Equality is reached when each \(\Psi_k\) is built from atomic ground states. A fractional mean charge is therefore a statistical average over integer transfers, \(q=\sum_kp_kk\). The relevant energies are

\[
E_0=0,\qquad E_1=I_{\rm Na}-A_{\rm Cl},\qquad E_{-1}=I_{\rm Cl}-A_{\rm Na}.
\]

One further property is needed: convexity. Each successive electron must cost more to remove, and each added electron must release less energy. This is a property of the atoms taken as an input here, not a consequence of the argument above. Atomic dianions are unbound, so a second electron added to a neutral atom gains nothing beyond the first.

Convexity makes the steps \(E_{k+1}-E_k\) grow with \(k\). Since \(E_0=0\), it follows that \(E_k\ge kE_1\) for every integer \(k\). For \(k\ge1\), each step is at least \(E_1\). For \(k\le-1\), each downward step changes the energy by at least \(-E_1\). For \(0\le q\le1\),

\[
\sum_kp_kE_k\ge E_1\sum_kp_kk=qE_1 ,
\]

with equality for \(p_0=1-q\) and \(p_1=q\). The same argument in the other direction gives

\[
E_{\rm exact}(q)=
\begin{cases}
q\,(I_{\rm Na}-A_{\rm Cl}), & 0\le q\le1,\\
|q|\,(I_{\rm Cl}-A_{\rm Na}), & -1\le q\le0 .
\end{cases}
\]

If both brackets are positive, the energy rises on both sides of \(q=0\), and both atoms are neutral in the ground state. This condition must be checked: a donor with \(I\) smaller than the acceptor's \(A\) would separate into ions.

Convexity matters too. For a hypothetical atom with \(I=1\) eV and \(A=2\) eV, an equal mixture of cation and anion has mean charge zero and energy \(\tfrac12(1-2)=-0.5\) eV, below the neutral atom.

### The jump in slope

For one atom, the same averaging gives \(E=IQ\) for \(0\le Q\le1\) and \(E=AQ\) for \(-1\le Q\le0\). The electron number \(N\) falls as \(Q\) rises, so \(dE/dN=-dE/dQ\). The slope is \(-I\) just below the neutral electron number and \(-A\) just above it. This jump of \(I-A=\eta\) is the derivative discontinuity.

The parabola has a single slope at neutrality, \(-\chi\), midway between these values. Two neutral parabolic atoms with different \(\chi\) cannot be in equilibrium, so charge flows until

\[
-(\chi_{\rm Na}+\eta_{\rm Na}q)=-(\chi_{\rm Cl}-\eta_{\rm Cl}q).
\]

An exact neutral atom instead tolerates any electron chemical potential \(\mu\) in the interval \(-I\le\mu\le-A\). Two neutral atoms can coexist if their intervals overlap. Given \(I>A\) for each atom, an overlap of finite width requires \(I_{\rm Na}>A_{\rm Cl}\) and \(I_{\rm Cl}>A_{\rm Na}\), the same conditions as before. Equal electronegativities are not needed.

## The missing energy is a charge fluctuation

On the three charge states \(Q=-1,0,1\), the atomic energy is represented without error by the operator \(\chi\hat Q+\tfrac12\eta\hat Q^2\). Its mean is

\[
\chi\langle\hat Q\rangle+\tfrac12\eta\langle\hat Q^2\rangle
=\chi\langle\hat Q\rangle+\tfrac12\eta\langle\hat Q\rangle^2
+\tfrac12\eta\left(\langle\hat Q^2\rangle-\langle\hat Q\rangle^2\right).
\]

The quadratic model keeps the first two terms and drops the last, which is half the hardness times the charge variance. It treats an atom that is sometimes neutral and sometimes ionized as one that steadily carries a fraction of a charge.

In the lowest state with mean transfer \(q\), the charge has magnitude 1 with probability \(|q|\) and is otherwise zero. Thus \(\langle\hat Q^2\rangle=|q|\) on each atom, and the variance is \(|q|-q^2\). Summing over both atoms,

\[
E_{\rm exact}(q)-E_{\rm quad}(q)=\tfrac12S|q|(1-|q|),\qquad |q|\le1 .
\]

To confirm the result for \(q>0\), add this term to \(E_{\rm quad}\). The \(q^2\) terms cancel, leaving \(q(\tfrac12S-\Delta\chi)\), and

\[
\tfrac12S-\Delta\chi=\tfrac12\left[(I_{\rm Na}-A_{\rm Na}+I_{\rm Cl}-A_{\rm Cl})-(I_{\rm Cl}+A_{\rm Cl}-I_{\rm Na}-A_{\rm Na})\right]=I_{\rm Na}-A_{\rm Cl}.
\]

For \(q<0\), the corresponding coefficient of \(|q|\) is \(\tfrac12S+\Delta\chi=I_{\rm Cl}-A_{\rm Na}\).

These identities yield a useful diagnostic. Both coefficients are positive precisely when \(|\Delta\chi|<S/2\), that is, when \(|q^*|<1/2\). Within the three transfers \(-1,0,1\), the exact integer is therefore the one nearest to \(q^*\). The rule assumes one separated pair and parameters obtained from the actual \(I\) and \(A\). Parameters fitted to molecular charges carry no such guarantee.

## How large the error is for Na and Cl

The energies of the free atoms and singly charged ions were computed with frozen-core UCCSD in the def2-TZVPP basis, augmented by diffuse s, p and d functions. The frozen orbitals are 1s in Na and 1s, 2s and 2p in Cl. The basis is finite, and connected triple and higher excitations, correlation of the frozen electrons and relativistic effects are left out, so these are not exact atomic energies. Adding perturbative triples and an MP2 estimate of the step to the def2-QZVPP basis raises \(I\) and \(A\) of Cl by about 0.17 eV and those of Na by 0.02–0.04 eV. This moves \(I_{\rm Na}-A_{\rm Cl}\) from 1.70 to 1.55 eV, \(q^*\) from 0.377 to 0.388, and the false gain from 0.99 to 1.04 eV.

| Atom | \(I\) (eV) | \(A\) (eV) | \(\chi\) (eV) | \(\eta\) (eV) |
|---|---:|---:|---:|---:|
| Na | 5.080 | 0.523 | 2.801 | 4.556 |
| Cl | 12.690 | 3.380 | 8.035 | 9.310 |

With \(\Delta\chi=5.233\) eV and \(S=13.867\) eV,

\[
q^*=\frac{5.233}{13.867}=0.377,\qquad
E_{\rm quad}(q^*)=-\frac{(5.233)^2}{2(13.867)}\ {\rm eV}=-0.99\ {\rm eV},
\]

or \(-0.036\) hartree. The integer energies tell a different story:

\[
I_{\rm Na}-A_{\rm Cl}=1.70\ {\rm eV},\qquad I_{\rm Cl}-A_{\rm Na}=12.17\ {\rm eV}.
\]

Both are positive, so the atoms separate as neutrals. Forcing the mean transfer to 0.377 would cost \(0.377\times1.70=0.64\) eV. The model instead reports a gain of 0.99 eV. The difference, 1.63 eV, is the omitted fluctuation energy.

The slope intervals are \([-5.08,-0.52]\) eV for Na and \([-12.69,-3.38]\) eV for Cl. They overlap from \(-5.08\) to \(-3.38\) eV, a width equal to \(I_{\rm Na}-A_{\rm Cl}\).

The conclusion is not sensitive to the correlation treatment in this comparison. Unrestricted Hartree–Fock gives \(q^*=0.32\), and both integer transfers still cost energy. Its computed \(A_{\rm Na}\) is negative, so at that level the calculated anion lies above the neutral atom. The value used, \(-0.10\) eV, belongs to the spin-symmetric solution for Na⁻; a broken-symmetry solution gives \(-0.09\) eV in the same basis and \(-0.02\) eV with two more diffuse s functions, which leaves \(q^*\) at 0.32.

## What happens at finite distance

Treat the atoms as point charges at distance \(R\), in Gaussian units. The quadratic model adds \(-e^2q^2/R\). Its stationary condition is \(-\Delta\chi+Sq-2e^2q/R=0\), so

\[
q_{\rm quad}(R)=\frac{\Delta\chi}{S-2e^2/R},\qquad S>\frac{2e^2}{R}.
\]

The inequality ensures that this point is a minimum. At short distance, overlap and screening also invalidate the bare Coulomb term. As \(R\to\infty\), the charge tends to \(q^*\), not to zero.

In the correlated state, the two charges appear together. If the configuration Na⁺Cl⁻ has weight \(p\), and the reverse ionic configuration is neglected, then \(\langle\hat Q_{\rm Na}\hat Q_{\rm Cl}\rangle=-p\), not \(-p^2\). Without coupling between configurations, the energy is

\[
E(p,R)=p\,D(R),\qquad D(R)=I_{\rm Na}-A_{\rm Cl}-\frac{e^2}{R}.
\]

Because this is linear in \(p\), the minimum switches from \(p=1\) to \(p=0\) where \(D=0\):

\[
R_c=\frac{e^2}{I_{\rm Na}-A_{\rm Cl}}=\frac{14.40}{1.700}\ \text{Å}=8.47\ \text{Å}.
\]

This estimate neglects polarization and other interactions beyond the point-charge term. It also inherits the error of the computed difference \(I_{\rm Na}-A_{\rm Cl}\), to which it is sensitive: the Hartree–Fock values, \(4.942-2.386=2.556\) eV, would give about 5.6 Å. Perturbative triples move \(R_c\) to 8.9 Å, and the larger-basis estimate to about 9.3 Å. The digits quoted belong to the UCCSD parameters, not to real NaCl.

Electron hopping smooths the switch. Take one orbital per atom and a hopping energy \(t\). The neutral singlet contains two spin arrangements, each with amplitude of magnitude \(1/\sqrt2\). Both connect to a given ionic state and add in phase, giving a coupling of magnitude \(V=2t/\sqrt2=\sqrt2\,t\). To leading order, an ionic state at energy \(D\) above the neutral one has weight \(V^2/D^2=2t^2/D^2\). At infinite \(R\), but with \(t\) retained as a perturbation,

\[
q\simeq2t^2\left[\frac1{(I_{\rm Na}-A_{\rm Cl})^2}-\frac1{(I_{\rm Cl}-A_{\rm Na})^2}\right].
\]

For \(t=0.02\) eV, both this formula and diagonalization give \(q=2.71\times10^{-4}\). The transfer vanishes with \(t\), whereas \(q^*\) does not.

The following comparison uses \(t(R)=t_0e^{-R/a}\), with chosen model values \(t_0=10\) eV and \(a=1\) Å. It is not a computed NaCl coupling.

| \(R\) (Å) | Quadratic \(q\) | Correlated \(q\) |
|---:|---:|---:|
| 5 | 0.646 | 0.994 |
| 7 | 0.537 | 0.999 |
| 9 | 0.491 | 0.000 |
| 12 | 0.456 | 0.000 |
| 20 | 0.421 | 0.000 |
| 50 | 0.394 | 0.000 |

The 9 Å row lies on the neutral side only because \(R_c=8.47\) Å for these parameters; with the improved gap of 1.55 eV its correlated value is 0.999. At the distances in the table, the quadratic charge is too small on the ionic side of the switch and too large on the neutral side. At shorter distances the first error reverses: between about 2.1 and 3.3 Å the quadratic formula transfers more than one electron. Below about 2.1 Å, \(S<2e^2/R\) and the quadratic energy has no minimum. The slight rise of the correlated value from 5 to 7 Å has a simple origin in this model. There the neutral admixture is approximately \(2t^2/D^2\), and \(t^2\) falls faster than \(D^2\) between these points: the estimate drops from 0.0065 to 0.0013.

The Coulomb energy quoted at the start follows from the 20 Å entry: \(-14.40(0.421)^2/20=-0.13\) eV.

## What to do about it

**Test the separated limit.** Compute \(q^*\) for each donor–acceptor pair that may dissociate. A non-integer value warns of a false long-range charge. If the parameters reproduce the atomic \(I\) and \(A\), the nearest-integer rule identifies the lowest separated charge state among the transfers \(-1,0,1\).

**Constrain distant fragments to integer charges.** The parabola is correct at \(q=-1,0,1\) when fitted as above, so the error disappears if only those values are admitted. For Na and Cl, compare the neutral energy, zero, with the ionic energy \(D(R)\). The lower of the two gives the right separated limit, but it has a kink at \(R_c\): its slope jumps from \(e^2/R_c^2\) to zero, so the force is discontinuous there.

**Use two coupled states when the crossing matters.** With the neutral and ionic configurations coupled by \(V(R)\), the energies \(\lambda\) satisfy \(\lambda(\lambda-D)-V^2=0\). The lower root is

\[
E_-(R)=\tfrac12\left[D-\sqrt{D^2+4V^2}\right].
\]

With normalized real amplitudes \(c_n,c_i\), the energy is \(c_i^2D+2c_nc_iV\). It is stationary in the amplitudes at the eigenvector, so only the explicit dependence on \(D\) contributes to its derivative, and the ionic weight \(c_i^2\) equals the derivative of this energy with respect to the ionic energy \(D\):

\[
p(R)=\frac{\partial E_-}{\partial D}=\tfrac12\left[1-\frac{D}{\sqrt{D^2+4V^2}}\right].
\]

For \(D>0\) and \(V\to0\), the weight vanishes. The coupling must come from a calculation or a fit; atomic \(I\) and \(A\) do not determine it.

**Penalize transfer between distant atoms if a single smooth charge variable is required.** Adding \(\tfrac12\kappa(R)q^2\) changes the stationary charge to

\[
q(R)=\frac{\Delta\chi}{S+\kappa(R)-2e^2/R}.
\]

The charge vanishes at separation if \(\kappa(R)\to\infty\); a finite limiting value is insufficient. To reduce \(q\) to 0.01 for separated Na and Cl requires \(\kappa=5.233/0.01-13.867\approx509\) eV. This is a repair for neutral dissociation, not a recovery of the exact energy. It also raises the true ionic state at \(q=1\) by \(\kappa/2\), so it is unsuitable where the fragments should separate as ions.

Some tight-binding methods also contain a second-order term built from squared mean charges. Their orbital energies and occupations affect the charge as well, so the value \(q^*\) derived here should not be assigned to them. Their separated limit needs its own calculation.

The numerical check compares \(q^*\), \(E_{\rm quad}(q^*)\) and \(q_{\rm quad}(R)\) with direct minimization; the piecewise-linear energy, its one-sided slopes and the fluctuation term with a search over charge-state populations; and the weak-hopping charge and \(R_c\) with diagonalization of the two-site model. The formulas for \(E_-\), \(p(R)\) and \(\kappa\) in this last section are not tested numerically.

## Calculated quantities

```
Level: frozen-core UCCSD, def2-TZVPP + diffuse s,p,d
I(Na): UCCSD 5.080 eV, UHF 4.942 eV
A(Na): UCCSD 0.523 eV, UHF -0.103 eV
I(Cl): UCCSD 12.690 eV, UHF 11.769 eV
A(Cl): UCCSD 3.380 eV, UHF 2.386 eV
chi(Na) = 2.801 eV, eta(Na) = 4.556 eV
chi(Cl) = 8.035 eV, eta(Cl) = 9.310 eV
chi(Cl) - chi(Na) = 5.233 eV
eta(Na) + eta(Cl) = 13.867 eV
quadratic charge q* = 0.3774 (units of e)
quadratic charge from UHF I, A = 0.3229 (units of e)
quadratic energy at q* = -0.9876 eV
quadratic energy at q* = -0.03629 hartree
common slope dE/dN at q* = -4.521 eV
exact energy at mean transfer q* = 0.6415 eV
missing fluctuation energy = 1.6291 eV
I(Na) - A(Cl) = 1.700 eV
I(Cl) - A(Na) = 12.167 eV
slope interval Na: -5.080 to -0.523 eV
slope interval Cl: -12.690 to -3.380 eV
nonconvex test I=1, A=2 eV: E(Q=0) = -0.500 eV
hopping t = 0.02 eV: diagonalized q = 2.7122e-04
hopping t = 0.02 eV: perturbation q = 2.7147e-04
e squared = 14.3996 eV angstrom
crossing e2/(I(Na)-A(Cl)) = 8.471 angstrom
crossing from diagonalization = 8.471 angstrom
model hopping: t0 = 10.0 eV, decay a = 1.0 angstrom
R (angstrom) | quadratic q | correlated q
  5.0 | 0.6456 | 0.9936
  7.0 | 0.5366 | 0.9987
  9.0 | 0.4906 | 0.0003
 12.0 | 0.4564 | 0.0000
 20.0 | 0.4211 | 0.0000
 50.0 | 0.3938 | 0.0000
```
